# Substrate Current from Valence-Electron Tunnelling and Its Energy-Window Onset

## A hole current with no channel heating

An n-channel transistor has a 2.0 nm oxide and an n+ polysilicon gate. Its source, drain and substrate are grounded. With 1.8 V on the gate, the sharp-edge model below gives a substrate hole current of \(1.0\times10^{-2}\) A/cm²; with 1.2 V it gives zero. No drain voltage heats the channel, so where do the holes come from, and why does the current start between these voltages?

A silicon valence electron can tunnel elastically through the oxide into an empty gate state. It leaves a hole behind. The valence edge rises from the surface towards the substrate, so the hole, whose energy falls as electron energy rises, is driven to the substrate contact. I assume that it gets there without recombining.

The terminals separate this process from ordinary channel tunnelling. A channel electron that enters the gate is replaced through source or drain. A valence electron leaves a hole that is collected by the substrate. Both contribute to gate current, but the second also gives substrate current.

## First contribution: the energy window

Take \(e=\hbar=m_e=1\) in the algebra and measure electron energies from the substrate Fermi level. Let

- \(\phi_p\) be the height of that level above the bulk valence edge;
- \(\psi_s>0\) be the downward band bending at the silicon surface;
- \(\zeta\) be the gate Fermi level minus the bulk gate conduction edge;
- \(\psi_g>0\) be the upward bending where the gate is depleted beside the oxide.

A positive gate voltage lowers electron energy in the gate, so

\[
E_{v,s}=-\phi_p-\psi_s,\qquad E_{F,g}=-V_g,\qquad
E_{c,g}=-V_g-\zeta+\psi_g .
\]

Here \(E_{c,g}\) is the gate conduction edge at the oxide. Elastic transfer needs a gate state, and that state must be empty. With sharp band edges and a sharp Fermi step, the window is therefore

\[
W=E_{v,s}-\max(E_{c,g},E_{F,g}).
\]

The two conditions give two voltages. Setting \(E_{v,s}=E_{F,g}\) gives

\[
V_{\rm empty}=\phi_p+\psi_s ,
\]

and setting \(E_{v,s}=E_{c,g}\) gives

\[
V_{\rm band}=\phi_p+\psi_s+\psi_g-\zeta .
\]

Each bending is evaluated at the voltage being sought. The onset is the larger of the two voltages.

The second condition has a simpler form. Silicon and gate are given the same affinity and the same gap \(E_g\), so the oxide drop is the difference of their conduction edges, \(V_{\rm ox}=E_{c,s}-E_{c,g}\). Since \(E_{c,s}=E_{v,s}+E_g\),

\[
\Delta\equiv E_{v,s}-E_{c,g}=V_{\rm ox}-E_g .
\]

The bands overlap once the oxide drop exceeds the silicon gap. For the example, at this point,

\[
V_{\rm band}=0.093+1.136+0.154-0.064=1.319\ {\rm V}.
\]

The empty-state condition is met earlier, at 1.221 V. The sharp-edge onset is thus 1.32 V, and the oxide field there is \(1.12\ {\rm V}/2.0\ {\rm nm}=5.6\) MV/cm.

Gate doping decides which condition is last. With oxide and substrate fixed, donor densities of \(5\times10^{19}\), \(1\times10^{20}\) and \(2\times10^{20}\) cm⁻³ give overlap voltages of 1.457, 1.319 and 1.226 V. The empty-state voltages are 1.211, 1.221 and 1.229 V. Stronger doping reduces depletion and raises the gate Fermi level relative to its band. At the highest doping the two conditions nearly coincide, and occupation takes over as the limit.

## Second contribution: the voltage lost in the semiconductors

To find \(\psi_s\) and \(\psi_g\), let \(\psi(x)\) be the downward bending in the substrate and \(F=|\psi'|\) the force on an electron. Poisson's equation is

\[
\varepsilon\psi''=n+N_A-p .
\]

Multiplication by \(\psi'\) turns the left side into \((\varepsilon F^2/2)'\). Integrating from the neutral bulk, where \(F=0\), gives

\[
\frac{\varepsilon F_s^2}{2}=\int_0^{\psi_s}(n+N_A-p)\,d\psi .
\]

For Fermi–Dirac carriers, \(n=N_cF_{1/2}(\eta_n)\) with \(\eta_n=(\psi+\phi_p-E_g)/kT\), and \(p=N_vF_{1/2}(\eta_p)\) with \(\eta_p=-(\psi+\phi_p)/kT\). These are normalised integrals, for which \(dF_{3/2}/d\eta=F_{1/2}\). The pressures \(P_n=N_ckT\,F_{3/2}(\eta_n)\) and \(P_p=N_vkT\,F_{3/2}(\eta_p)\) therefore obey \(dP_n/d\psi=n\) and \(dP_p/d\psi=-p\). Hence

\[
\frac{\varepsilon F_s^2}{2}=N_A\psi_s+[P_n+P_p]_{0}^{\psi_s}.
\]

In the gate the ionised donors are positive and the electrons are depleted. Neglecting gate holes, the same integration gives

\[
\frac{\varepsilon F_g^2}{2}=N_D\psi_g+P_n(\zeta-\psi_g)-P_n(\zeta),
\]

where the argument of \(P_n\) is now the Fermi level minus the local conduction edge. Without oxide or interface charge, displacement is continuous: \(\varepsilon F_s=\varepsilon F_g=\varepsilon_{\rm ox}V_{\rm ox}/d\). These equations fix all the bendings at a given gate voltage.

A separate finite-volume solution of Poisson's equation through gate, oxide and substrate, at the predicted 1.319 V, gave \(E_{v,s}-E_{c,g}=0.09\) meV, where the prediction is zero.

The electrostatics also explains the effect of thickness. At band overlap \(V_{\rm ox}=E_g\), so a thinner oxide has a larger field and needs more charge on both sides. Both bendings grow. With doping fixed, the onset is 1.443, 1.319 and 1.253 V for 1.5, 2.0 and 2.5 nm.

## Third contribution: the number of available electrons

Let parallel momentum \(k\) be conserved. A parabolic valence band and gate band then allow

\[
E_{c,g}+\frac{k^2}{2m_g}\le E\le E_{v,s}-\frac{k^2}{2m_v}.
\]

The permitted energy length is \(\Delta-k^2/2\mu\), with \(1/\mu=1/m_v+1/m_g\). Motion parallel to the oxide thus narrows the window from both sides.

For one \(k\) and one spin, velocity cancels the one-dimensional density of states, and the current per unit energy is \(T/2\pi\). The substrate Fermi level lies more than 1 eV above \(E_{v,s}\), so the valence states are taken as full. With two spins,

\[
J=2\int\frac{d^2k}{(2\pi)^2}\int\frac{dE}{2\pi}\,T(1-f_g).
\]

Put \(\epsilon=k^2/2\), so that \(d^2k=2\pi\,d\epsilon\). The factors combine to

\[
J=\frac{1}{2\pi^2}\int dE\,(1-f_g)\int d\epsilon\,T(E,\epsilon).
\]

If \(T\) were constant and the gate empty, the double integral would be \(T\) times

\[
\int_0^{\mu\Delta}\left(\Delta-\frac{\epsilon}{\mu}\right)d\epsilon
=\mu\Delta^2-\frac{\mu\Delta^2}{2}=\frac{\mu\Delta^2}{2}.
\]

The computed current stays close to this square law. Between 1.4 and 1.8 V, \(\Delta\) grows from \(1.182-1.12=0.062\) to 0.362 eV. The square of the ratio is 34, while the current rises from \(3.12\times10^{-4}\) to \(1.01\times10^{-2}\) A/cm², a factor of 32. The average transmission and gate occupation together therefore change by less than a tenth over this range.

## Fourth contribution: decay in the oxide

A valence electron at the surface edge lies \(3.10+1.12=4.22\) eV below the oxide conduction edge. This is near the middle of the 9.0 eV oxide gap, so both oxide bands matter. A two-band model with coupling \(P\) obeys

\[
(E-E_c)(E-E_v)=P^2(k_z^2+k^2).
\]

Let \(\varphi=E_c-E\), let \(G\) be the oxide gap, and put \(k_z=i\kappa\). The left side is \(-\varphi(G-\varphi)\), so \(\kappa^2=\varphi(G-\varphi)/P^2+k^2\). Near the conduction edge this must become \(2m\varphi+k^2\), which fixes \(P^2=G/2m\). Thus

\[
\kappa^2=2m\varphi\left(1-\frac{\varphi}{G}\right)+k^2 .
\]

In a uniform field, \(\varphi\) falls from \(\varphi_a\) to \(\varphi_a-V_{\rm ox}\), and \(dx=-d\varphi/F\) with \(F=V_{\rm ox}/d\). Completing the square gives

\[
\kappa^2=\frac{2m}{G}\left[R^2-\left(\varphi-\frac G2\right)^2\right],
\qquad R^2=\frac{G^2}{4}+\frac{Gk^2}{2m}.
\]

Now set \(\varphi=G/2-R\cos\theta\). Then \(d\varphi=R\sin\theta\,d\theta\) and \(\kappa=\sqrt{2m/G}\,R\sin\theta\), so

\[
S=\int_0^d\kappa\,dx=\frac{R^2}{2F}\sqrt{\frac{2m}{G}}
\,[\theta-\sin\theta\cos\theta]_{\theta_b}^{\theta_a}.
\]

The ends \(a\) and \(b\) are the substrate and gate sides. The current uses \(T=e^{-2S}\), with unit prefactor.

Oxide thickness controls the size of the current far more than its onset. At a fixed 1.8 V, going from 1.5 to 2.5 nm lowers the current from 1.5 to \(4.3\times10^{-5}\) A/cm², while the onset moves by 0.19 V. Removing the factor \(1-\varphi/G\), with the mass held at 0.6, multiplies the mid-window transmission at 1.8 V by \(8.8\times10^{-4}\). An absolute current therefore depends heavily on the oxide model.

## A scattering test of the window

The window can be tested without putting it in. Take a chain whose alternating sites carry the conduction and valence edges, with silicon and gate leads on either side of an oxide 19 bohr thick, and solve for its transmission. The scan covers energies between the gate valence edge and the silicon surface conduction edge. An energy counts as open if its transmission exceeds \(10^{-3}e^{-2S}\).

For an oxide drop of 1.0 eV, no energy is open. For 1.5 eV, the open energies run from −1.495 to −1.125 eV, measured from the silicon surface conduction edge. The expected limits are −1.50 and −1.12 eV, and the grid spacing is 0.010 eV. With the drop held at 1.5 eV and the energy at −1.3 eV, another 19 bohr of oxide reduces \(\ln T\) by 11.66; the formula gives 11.70.

The chain also limits the square law. A wave with small normal wavevector \(q\) enters a barrier with amplitude \(2q/(q+i\kappa)\). Its intensity is proportional to \(q^2\), and division by the incident flux leaves a factor \(q\). The exit side gives a similar factor by reciprocity. If \(u\) and \(w-u\) are the distances from the two band edges, then \(T\propto\sqrt{u(w-u)}\), and

\[
\int_0^w\sqrt{u(w-u)}\,du=\frac{\pi w^2}{8}.
\]

Doubling a narrow window should multiply this integral by 4. The chain, with \(e^{-2S}\) divided out, gives 3.88 for windows of 0.02 and 0.04 eV. Adding parallel momentum, with \(w=\Delta-\epsilon/\mu\), gives

\[
\int_0^{\mu\Delta}\frac{\pi}{8}\left(\Delta-\frac{\epsilon}{\mu}\right)^2d\epsilon
=\frac{\pi\mu\Delta^3}{24}.
\]

With flat bands in both leads, as in the chain, the current just above a band-overlap onset thus rises as \(\Delta^3\), not \(\Delta^2\), from the same threshold. In the transistor the bands are bent at both surfaces. The surface field sets an energy scale \((F_s^2/2m)^{1/3}\), between 0.11 and 0.17 eV for the normal masses 0.916 and 0.5 and gate voltages from 1.32 to 1.8 V, and within that distance of a band edge the flat-lead factors \(\sqrt u\) and \(\sqrt{w-u}\) fail. The cubic law therefore does not describe the transistor's onset, which is blurred by the tails treated below. In mid-window at 1.8 V the chain's prefactor is 2.4. This value belongs to the chain's light lead masses, about 0.075; flat-lead matching with the masses 0.5 and 0.916 of the current model gives between 0.4 and 1, depending on the oxide mass used in the matching. The unit prefactor is thus uncertain by a factor of two or three in either direction.

## Effects that move or blur the onset

**States beyond the surface edges.** A valence state at energy \(\delta\) above \(E_{v,s}\) exists deeper in the silicon, a distance \(\delta/F_s\) from the surface. Its wave decays on the way to the oxide, with intensity exponent

\[
2\int_0^{\delta/F_s}\sqrt{2m(\delta-F_sx)}\,dx
=\frac{4}{3}\frac{\sqrt{2m}\,\delta^{3/2}}{F_s}.
\]

Gate states below \(E_{c,g}\) reach the oxide in the same way. Including both tails gives \(8.9\times10^{-4}\) A/cm² at 1.2 V, where the sharp model gives zero. At 1.8 V the current rises from \(1.0\times10^{-2}\) to \(2.6\times10^{-2}\) A/cm².

A measured onset therefore depends on the current chosen to define it. The sharp model reaches \(4.7\times10^{-4}\) A/cm² at 1.42 V, 0.10 V above its onset; with tails this level is reached at 1.16 V, a shift of −0.26 V. The estimate keeps the surface field constant, which shortens the silicon barrier and exaggerates the tail. With the actual band profiles from Poisson's equation the current is about \(3\times10^{-4}\) A/cm² at 1.2 V and \(2.2\times10^{-2}\) A/cm² at 1.8 V, and the shift is about −0.20 V. A lighter mass in the silicon gap would act the other way, so this is not a bound.

**Channel confinement.** Electrons held against the oxide by a force \(F\) obey \(-\chi''/2m+Fx\chi=E\chi\) with \(\chi(0)=0\). Shifting and scaling \(x\) gives Airy's equation, and

\[
E_i=a_i\left(\frac{F^2}{2m}\right)^{1/3},
\]

where \(-a_i\) are the zeros of the Airy function. These raised levels require more band bending for the same channel charge. At \(V_{\rm ox}=E_g\) the total charge and \(\psi_g\) are fixed, so the voltage shift comes from \(\psi_s\). A triangular-well calculation moves the sharp onset from 1.32 to 1.45 V. The value depends on the well model: a self-consistent Schrödinger–Poisson solution with a hard wall and no exchange or correlation gives 1.49 V.

**Temperature.** At 398 K, with doping fixed and the gap reduced by \(2.7\times10^{-4}\) eV/K, the sharp onset is 1.29 V. This shift of −0.03 V is smaller than the other two.

## Weighing impact ionisation

The onset voltage alone does not exclude impact ionisation. A channel electron enters the gate about \(V_{\rm ox}\) above the conduction edge. It can lift a gate valence electron of energy \(E_h\) if both finish at or above \(E_{c,g}\). In the limiting case,

\[
E_{c,g}+V_{\rm ox}+E_h=2E_{c,g},\qquad E_h=E_{c,g}-V_{\rm ox}.
\]

The initial valence state must satisfy \(E_h\le E_{c,g}-E_g\), so \(V_{\rm ox}\ge E_g\). For a pair created beside the oxide, and apart from confinement energy and momentum restrictions, this is the same threshold as band overlap.

The sizes differ because the new hole must cross the oxide back to the silicon. To favour this route, let every channel electron make one pair and give all the excess energy to the hole. The estimate counts one attempt per hole; repeated attempts would raise it in proportion. At 1.8 V the hole transmission is \(6.5\times10^{-11}\); adding the channel level energy and the gate bending to the excess would roughly double it.

The channel current is estimated as sheet density times attempt rate times transmission. In the lowest level, an electron's normal momentum reverses from \(-\sqrt{2mE_0}\) to \(\sqrt{2mE_0}\) under the force \(F\), so the attempt rate is \(F/(2\sqrt{2mE_0})\). This gives 0.13 A/cm². The valence current in the same confined model is \(5.0\times10^{-3}\) A/cm², so

\[
\frac{J_{\rm pair}}{J_{\rm valence}}
=\frac{0.131\times6.48\times10^{-11}}{4.97\times10^{-3}}
=1.7\times10^{-9}.
\]

Repeated attempts are the main reservation. The gate field pushes the hole towards the oxide. The same attempt-rate formula with a hole mass of 0.5 would give about \(8\times10^{13}\) attempts per second, but this is an overestimate: its lowest level, nearly 0.4 eV, lies above the depth of the depleted-gate well, \(\psi_g\approx0.2\) eV. In the actual gate potential the hole is bound by less than 1 meV or not at all, and it spreads into the neutral gate. Even at the overestimated rate it would have to survive for about 7 µs to make the two currents equal, whereas a typical Auger coefficient of \(3\times10^{-31}\) cm⁶/s gives a lifetime below 1 ns at \(10^{20}\) cm⁻³. Direct valence tunnelling dominates here because it crosses the oxide once, whereas the pair process needs two crossings. The comparison does not cover a large drain bias, where channel electrons can ionise in the silicon itself.

## Beside a real transistor

The oxide thickness, the substrate doping of \(5\times10^{17}\) cm⁻³ and the active gate doping of \(10^{20}\) cm⁻³ are roughly typical of thin-oxide logic transistors with polysilicon gates. An onset somewhat above 1 V is the expected rough scale for them. Real devices break the sharp-edge and unconfined-channel assumptions, which in the rough estimates above move the voltage by −0.20 to −0.26 V (at the stated current level, the larger value with the tail exaggerated by the constant field) and by +0.13 to +0.17 V. These shifts need not add; taken together in a self-consistent channel potential they place the stated current level near 1.35 V, about 0.07 V below the sharp unconfined value. Traps, gap narrowing and grain orientation in the gate, and the detailed valence bands are left out, so both the onset and the current densities are model values, not predictions for a particular device. With a metal gate there is no gate band edge to wait for; the sharp condition becomes \(V_g=\phi_p+\psi_s\), with \(\psi_s\) recalculated for that gate's work function.

For reliability measurements on oxides about 2 nm thick, with low drain bias and the gate near or above this onset, substrate current alone is therefore not evidence of impact ionisation or of holes injected through the oxide. The valence-tunnelling part must be assessed first. In much thicker oxides it becomes very small at these voltages, about \(10^{-12}\) A/cm² at 4 nm and 1.8 V in this model, although it still far exceeds the gate pair route estimated above. The numerical output gives the remaining inputs and the full voltage series.

## Computed values

```
Inputs: oxide 2.0 nm, 300 K, acceptors 5e17 cm^-3, donors 1e20 cm^-3
Silicon gap: 1.12 eV
Conduction barrier: 3.10 eV
Oxide gap: 9.00 eV
Masses oxide, valence, gate parallel, gate normal: 0.6, 0.5, 0.19, 0.916 m_e
Density-of-states masses, electrons and holes: 1.08, 0.81 m_e
Relative permittivities, silicon and oxide: 11.7, 3.9
Bulk substrate E_F - E_v (phi_p): 0.093 eV
Bulk gate E_F - E_c (zeta): 0.064 eV
Gate voltage for band overlap: 1.319 V
Gate voltage for E_v,s = E_F,g: 1.221 V
Sharp-edge onset: 1.319 V
At band overlap: substrate bending: 1.136 eV
At band overlap: gate bending: 0.154 eV
At band overlap: oxide field: 5.60 MV/cm
Poisson check, residual band overlap: 0.09 meV
Gate V | oxide drop eV | sharp J | J with edge tails (A/cm^2)
1.0 | 0.873 | 0.00e+00 | 2.02e-05
1.2 | 1.029 | 0.00e+00 | 8.87e-04
1.4 | 1.182 | 3.12e-04 | 5.50e-03
1.6 | 1.333 | 3.60e-03 | 1.42e-02
1.8 | 1.482 | 1.01e-02 | 2.64e-02
2.0 | 1.628 | 1.97e-02 | 4.22e-02
Gate donors cm^-3 | overlap voltage V | empty-state voltage V
5e+19 | 1.457 | 1.211
1e+20 | 1.319 | 1.221
2e+20 | 1.226 | 1.229
Oxide nm | sharp onset V | sharp J at 1.8 V (A/cm^2)
1.5 | 1.443 | 1.52e+00
2.0 | 1.319 | 1.01e-02
2.5 | 1.253 | 4.32e-05
Window E_v,s - E_c,g at 1.8 V: 0.362 eV
Oxide field at 1.8 V: 7.41 MV/cm
Chain, drop 1.0 eV: open energies found: 0 
Chain, drop 1.5 eV: open from -1.495 to -1.125 eV
  (zero at silicon surface conduction edge; energy grid 0.010 eV)
Log decay for added 19 bohr: chain 11.661, formula 11.696
Prefactor integral ratio, window 0.04/0.02 eV: 3.88 
Chain matching prefactor, mid-window at 1.8 V: 2.41 
Onset with channel confinement: 1.451 V
Onset at 398 K: 1.288 V
Sharp J at onset + 0.1 V: 4.71e-04 A/cm^2
Voltage giving that J with edge tails: 1.156 V
One-band/two-band transmission, mid-window 1.8 V: 8.78e-04 
Confined model, valence J at 1.8 V: 4.97e-03 A/cm^2
Confined model, channel J at 1.8 V: 1.31e-01 A/cm^2
Hole transmission after gate pair creation: 6.48e-11 
Gate pair-creation / valence substrate current: 1.70e-09
```
